Linewidth change and dose error in a constant-threshold resist

**A space with exponential edges**

Take a bright space centred at x = 0 whose image intensity falls off near both of its edges as

I(x) = A exp(−L|x|),

with A and L positive constants. I is the intensity relative to that of a large clear area, and E is the dose delivered to such an area, so the point x receives the dose E I(x). A constant-threshold resist clears wherever this local dose exceeds a fixed value E_th. The edges x = ±w/2 of the cleared space therefore satisfy

E A exp(−Lw/2) = E_th.

Taking the logarithm and solving for the width gives

w = (2/L) ln(E A/E_th).

If the dose changes from E to E(1 + δ), the width changes by

Δw = (2/L) ln(1 + δ) = (2/L)(δ − δ²/2 + …).

Dividing by w gives Δw/w = [2/(wL)] δ to first order. The factor 2 counts the two edges. The product wL is the width multiplied by the magnitude of the logarithmic slope of the image, which is the normalized image log-slope, NILS.

For a dark line with I(x) = A exp(+L|x|) the same steps give w = (2/L) ln[E_th/(E A)], and the sign is reversed: more dose makes the line narrower.

**The statement for a general image**

Let a feature have edges x_L < x_R and width w = x_R − x_L. Define at each edge

L_j = |d ln I/dx| at x_j, N_j = w L_j, j = L, R.

Both w and the slopes are taken at the nominal printed edges, not at the edges drawn on the mask. Let s = +1 for a bright feature and s = −1 for a dark one. With δ = ΔE/E, the result is

Δw/w = s (1/N_L + 1/N_R) δ + higher orders.

If the two edges are mirror images of each other, N_L = N_R = NILS, and

Δw/w = s (2/NILS) ΔE/E.

In a positive resist the exposed region dissolves, so a remaining resist line is a dark feature and has s = −1. The statement without a sign, "2/NILS times the relative dose change", gives the magnitude in that case.

Three assumptions enter both derivations below. The dose multiplies the whole image without changing its shape. The threshold is local and does not depend on dose. The image has a continuous, non-zero slope at each edge.

**First derivation: follow each edge**

An edge x_e is defined by E I(x_e) = E_th. The logarithm separates dose from image:

ln I(x_e) = ln E_th − ln E.

Because the slope is not zero, the implicit function theorem makes x_e a differentiable function of E near the nominal dose. Differentiating with respect to ln E, at fixed E_th, gives

(d ln I/dx) (dx_e/d ln E) = −1,

dx_e/d ln E = −1/(d ln I/dx).

For a bright feature the intensity falls towards the outside. At the right edge d ln I/dx = −L_R, so dx_R/d ln E = +1/L_R. At the left edge d ln I/dx = +L_L, so dx_L/d ln E = −1/L_L. Both edges move outward, and subtraction gives

dw/d ln E = 1/L_R + 1/L_L.

For a dark feature both slopes have the opposite sign, both edges move inward, and the sum acquires a minus sign. The two cases together are

dw/d ln E = s (1/L_L + 1/L_R).

Division by w gives the stated law, since d ln E = ΔE/E to first order.

The first neglected term shows how far the linear law can be used. Let the right edge move by u when the dose becomes E(1 + δ). Since E_th is unchanged,

(1 + δ) I(x_R + u) = I(x_R).

Assume that I is twice continuously differentiable, and write u = aδ + bδ² up to second order. With I, I′ and I″ all evaluated at x_R, the expansion is

(1 + δ)[I + I′(aδ + bδ²) + ½ I″a²δ²] = I.

The terms of order δ require I + I′a = 0, so a = −I/I′. The terms of order δ² require

I′b + I′a + ½ I″a² = 0.

Solving for b and inserting a gives

b = −a − I″a²/(2I′) = (I/I′)(1 − κ/2), κ = I I″/(I′)².

At the right edge I/I′ = −s/L_R. Hence

u = (s/L_R)[δ − (1 − κ/2)δ²].

For a mirror-symmetric feature Δw = 2u, and to second order

Δw/w = s (2/NILS)[δ − (1 − κ/2)δ²].

The quadratic term is therefore small beside the linear one when |(1 − κ/2)δ| is much less than 1. If κ is close to 2 this term nearly vanishes, and any error of the linear law then comes mainly from higher orders. The exponential edge has κ = 1, which returns the −δ²/2 of the logarithm found at the start.

**Second derivation: count the newly exposed length**

This route does not follow any edge. Choose a fixed interval, the window, that contains the feature and no other edge. Let B(E) be the total length of the exposed points in it, those with I(x) > J, where

J = E_th/E.

When the dose rises to E(1 + δ), the critical intensity falls to J′ = J/(1 + δ). The points that become exposed are those with J′ < I(x) ≤ J. They form one thin strip at each edge, provided that no other part of the window has an intensity in this range.

Within a strip the image is monotonic, so the intensity can serve as the coordinate, with length element dx = dI/|I′|. Adding the strips gives

B(E + ΔE) − B(E) = ∫ from J′ to J of h(I) dI,

h(I) = Σ_j 1/|I′(x_j(I))|,

where x_j(I) is the point on flank j at which the intensity equals I. The function h is the length of window per unit intensity, in other words the histogram of the image. If the dose falls, the limits change order and the integral correctly becomes negative.

The range of integration has the length

J − J′ = J − J/(1 + δ) = Jδ/(1 + δ) = Jδ + O(δ²).

Since h is continuous at J, the integral is h(J)Jδ to first order. At the nominal edges I = J, so

J h(J) = Σ_j I(x_j)/|I′(x_j)| = 1/L_L + 1/L_R,

ΔB = (1/L_L + 1/L_R) δ.

For a bright feature w = B. For a dark feature w is the window length minus B, so Δw = −ΔB. This is the sign s again, and division by w reproduces the law.

**What each derivation assumes**

Both derivations need the non-zero slope, but for different reasons. In the first it allows the edge condition to be solved for the position. In the second it keeps the histogram h finite at the critical intensity.

The first derivation is local: it uses the image only in the neighbourhood of an edge that already exists. It gives the displacement of each edge separately, and hence also the shift of the feature's centre. It cannot report that a new edge has appeared elsewhere, for instance where a weak side maximum reaches the threshold.

The second derivation needs a window and a condition on everything inside it. It gives total length and no positions. In return, its integral holds for a finite dose change, and if a side maximum does begin to print, B includes its length. B then no longer measures the width of the original feature alone, which is why the window condition is needed.

The shared assumptions can be relaxed to see what they contribute. If the threshold depends on dose with m = d ln E_th/d ln E, the logarithmic edge condition gives

d ln I(x_e)/d ln E = −(1 − m),

and the sensitivity becomes s(1 − m)(2/NILS). Stray light that adds a uniform dose E F, with F a constant relative intensity, is part of the image. It changes the log-slope at a given point from I′/I to I′/(I + F), which is smaller in magnitude.

**A space about to close**

The condition on the slope can be examined near the maximum of a bright space, where

I(x) = I_m(1 − x²/a²).

Let the critical intensity be J = I_m(1 − ε). The edges lie at x = ±a√ε, so w = 2a√ε. The magnitude of the log-slope there is

L = (2I_m a√ε/a²)/[I_m(1 − ε)] = 2√ε/[a(1 − ε)],

and therefore

NILS = wL = 4ε/(1 − ε).

At the dose E(1 + δ) the critical intensity is I_m(1 − ε)/(1 + δ). The squared half-width is a² times

1 − (1 − ε)/(1 + δ) = (ε + δ)/(1 + δ),

so the ratio of new to old width is

w(δ)/w(0) = √[(1 + δ/ε)/(1 + δ)].

Its first-order change is ½(1/ε − 1)δ = [(1 − ε)/(2ε)]δ = (2/NILS)δ, as the law requires. As ε tends to zero the sensitivity grows without limit, while the range of validity shrinks, because for small ε the expansion needs |δ| much less than ε. At δ = −ε the space closes, and no linear law describes that.

**Exposure latitude**

The law can be inverted to find the dose range that keeps the width within a fraction ±f of nominal. For a smooth image the dose error that produces the relative width change r is

δ(r) = s(NILS/2) r + c r² + O(r³),

with c a constant. In the difference between r = +f and r = −f the quadratic terms cancel:

|δ(f) − δ(−f)| = f NILS + O(f³).

Inverting the second-order law gives c = (1 − κ/2)(NILS/2)². When c is not zero and f is small, the total range is thus predicted better than either limit taken separately: each limit carries an error of order f², the total range one of order f³. For κ near 2, or for larger f, this advantage can be lost.

**A computed line-and-space image**

Lengths are in nm and doses in mJ/cm², the natural units here. The model has wavelength λ = 193 nm, numerical aperture NA = 0.75 in air, and a uniform disc source of radius σ = 0.7 in units of the pupil radius. The mask has period p = 300 nm with equal opaque lines and clear spaces of 150 nm.

In scalar, thin-mask imaging each source point s produces a coherent field, and the intensities of different source points add:

I(x) = average over s of |Σ_n a_n P(s + nq) exp(2πinx/p)|².

Here a_n are the Fourier coefficients of the mask transmission, and nq is a displacement along the pupil axis parallel to x, with q = λ/(p NA) = 193/(300 × 0.75) = 0.858. The pupil function P vanishes outside the unit disc. Inside, at radius ρ, it is exp[(2πiz/λ)√(1 − NA²ρ²)] for defocus z, which equals 1 in focus.

The threshold dose is 10 mJ/cm², and the line is to print at 130 nm, with its edges at ±65 nm. The intensity there is 0.2649, so the nominal dose is 10/0.2649 ≈ 37.8 mJ/cm². The log-slope is 0.02537 nm⁻¹, and

NILS(line) = 130 × 0.02537 = 3.30, 2/NILS = 0.606.

The adjacent space is 300 − 130 = 170 nm wide and shares the same edges:

NILS(space) = 170 × 0.02537 = 4.31, 2/NILS = 0.464.

Widths found by solving the edge condition at doses 0.1% above and below nominal give d ln w/d ln E = −0.606 for the line and +0.464 for the space. The absolute changes are equal and opposite, since 0.606 × 130 and 0.464 × 170 both give 79 nm per unit of relative dose, or 0.79 nm for 1%. NILS belongs to a feature, whereas the log-slope belongs to an edge. Refining the source grid changes the line's NILS from 3.298 to 3.297. The last digit of the image values quoted here and below can depend on this grid.

For larger errors the curvature matters. Here κ = 0.4315, so 1 − κ/2 = 0.784, and the neglected term is about 7.8% of the linear one at a dose error of 10%. The widths found for the line agree with this:

• dose −10%: width change +6.59%, linear law +6.06%, with the quadratic term +6.54%
• dose +10%: width change −5.63%, linear law −6.06%, with the quadratic term −5.59%

For width limits of ±10% the permitted doses run from 32.26 to 44.88 mJ/cm². The total range is 12.61/37.76 = 33.4% of the nominal dose, against 0.10 × 3.298 = 33.0% from the linear law. The limits themselves are not symmetric: they lie 14.6% below and 18.9% above nominal. A symmetric dose tolerance is therefore set by the lower limit, at 14.6% and not at half the total range.

Defocus changes the image, and the law then applies to the new image. With the dose reset each time so that the line still prints at 130 nm:

• z = 0: NILS 3.30, 2/NILS 0.61
• z = 100 nm: NILS 2.81, 2/NILS 0.71
• z = 200 nm: NILS 1.73, 2/NILS 1.15

The widths found at shifted doses confirm each value. At 200 nm defocus the same relative dose error changes the linewidth 1.9 times as much as in focus.

**Unequal edges**

The two-edge form is needed for a dark line between unlike openings. Take a period of 900 nm with a clear opening from 75 to 475 nm and, from −225 to −75 nm, an opening of amplitude transmission 0.7; the rest is opaque. At a dose of 33.3 mJ/cm² the line has edges at −116.4 and 77.6 nm and is 194.0 nm wide. The edge values are N_L = 1.662 and N_R = 4.738, so

1/N_L + 1/N_R = 0.602 + 0.211 = 0.813.

The widths found at shifted doses give −0.813. Using one edge for both would give 1.20 from the left or 0.42 from the right. The form 2/NILS survives if NILS is taken as the harmonic mean of the edge values, here 2/0.813 = 2.46.

The first derivation also gives the displacement of the line. To first order, for 1% more dose the left edge moves right by 0.01 × 194.0 × 0.602 = 1.17 nm, and the right edge moves left by 0.01 × 194.0 × 0.211 = 0.41 nm. The line narrows by 1.58 nm, and its centre moves right by (1.17 − 0.41)/2 = 0.38 nm. The dose error has become a placement error as well, which the exposed length alone would not show.

These figures describe the optical model with an ideal threshold. Vector effects, mask topography, reflections within the resist, diffusion and development kinetics are left out. The numerical output below gives the main computed values with more digits.

Computed values

```
wavelength 193 nm, NA 0.75, sigma 0.7
mask period 300 nm, mask line 150 nm
threshold dose 10.0 mJ/cm^2
image at line centre 0.0377 (clear field = 1)
image at space centre 0.7368 (clear field = 1)
image at nominal edge 0.2649 (clear field = 1)
nominal dose 37.757 mJ/cm^2
log-slope at edge 0.02537 1/nm
printed line 130.0 nm, printed space 170.0 nm
NILS line 3.2978, NILS space 4.3125
NILS line with finer source grid 3.2969
line: 2/NILS 0.60646, measured dlnw/dlnE -0.60646
space: 2/NILS 0.46376, measured dlnw/dlnE 0.46377
kappa 0.4315
line second-order coefficient: formula 0.4756, measured 0.4756
line: dose error %, width nm, change % (found, linear, quadratic)
    -10   138.569    +6.591   +6.065   +6.540
     -5   134.104    +3.157   +3.032   +3.151
     -1   130.795    +0.611   +0.606   +0.611
     +1   129.218    -0.602   -0.606   -0.602
     +5   126.206    -2.919   -3.032   -2.913
    +10   122.681    -5.630   -6.065   -5.589
width limits +-1 %: doses 37.142 to 38.388 mJ/cm^2
  total latitude found 3.298 %, linear law 3.298 %
width limits +-10 %: doses 32.262 to 44.876 mJ/cm^2
  total latitude found 33.409 %, linear law 32.978 %
defocus 100 nm: dose 36.493 mJ/cm^2, NILS 2.8122
  2/NILS 0.71120, measured dlnw/dlnE -0.71120
defocus 200 nm: dose 33.648 mJ/cm^2, NILS 1.7344
  2/NILS 1.15312, measured dlnw/dlnE -1.15312
uneven line: dose 33.333 mJ/cm^2, width 193.99 nm
  edges at -116.35 and 77.63 nm
  N left 1.6622, N right 4.7377, harmonic mean 2.4610
  two-edge law 0.81269, measured dlnw/dlnE -0.81270
  one-edge estimates: left 1.20323, right 0.42215
```
